# Why only M1, E2, M3 and so on enter hyperfine structure

## 1. A ring that already shows the pattern

Take a thin ring of radius \(a\) in the plane \(z=0\), with charge \(q\) spread evenly over it and a current \(i\) running around it. On the axis, at \(z>a\), every point of the ring is at the distance \(\sqrt{z^2+a^2}\), so

\[
\phi(z)=\frac{q}{4\pi\varepsilon_0\sqrt{z^2+a^2}}
=\frac{q}{4\pi\varepsilon_0}\left(\frac1z-\frac{a^2}{2z^3}+\dots\right),
\]
\[
B_z(z)=\frac{\mu_0 i a^2}{2(z^2+a^2)^{3/2}}
=\frac{\mu_0 i}{2}\left(\frac{a^2}{z^3}-\frac{3a^4}{2z^5}+\dots\right).
\]

A \(2^k\)-pole has a potential falling as \(z^{-k-1}\) and a field falling as \(z^{-k-2}\). The charge therefore has moments \(k=0,2,\dots\) and the current has moments \(k=1,3,\dots\). Inversion through the centre maps the ring onto itself, current included, and this removes the other ranks.

A nucleus in a level of definite parity has the same symmetry. The statement to be proved is this: in first order, for an isolated nuclear level \(I\) and an isolated electronic level \(J\), each of definite parity,

\[
H=\sum_k T^k\!\cdot M^k,\qquad
T^k\!\cdot M^k=\sum_{q=-k}^{k}(-1)^q\,T^k_q M^k_{-q},
\]

and beyond the electric monopole the terms are M1, E2, M3, E4 and so on, with \(k\le 2I\) and \(k\le 2J\).

I use SI units and \(C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). The interaction is taken as instantaneous. At first the electrons stay outside the nucleus.

## 2. General charges

Let \(\rho_n,\rho_e\) be the charge density operators, with the electron's sign inside \(\rho_e\). For \(r_n<r_e\), the Legendre series and the addition theorem give

\[
\frac{1}{|\mathbf r_e-\mathbf r_n|}
=\sum_k\frac{r_n^k}{r_e^{k+1}}\sum_q(-1)^qC_{kq}(\hat r_e)\,C_{k,-q}(\hat r_n).
\]

Multiplying by both densities and integrating,

\[
H_E=\frac1{4\pi\varepsilon_0}\sum_k F^k\!\cdot Q^k,\quad
Q^k_q=\!\int\!\rho_n r^kC_{kq}\,d^3r,\quad
F^k_q=\!\int\!\rho_e r^{-k-1}C_{kq}\,d^3r .
\]

The ring has \(C_{20}=-1/2\) everywhere, so \(Q^2_0=-qa^2/2\), which is the second term of \(\phi\). The \(k=0\) term is the attraction to the total nuclear charge. It does not depend on the nuclear orientation and shifts all hyperfine levels equally.

## 3. General currents

Within one level the current has no divergence. Continuity gives \(\langle a|\nabla\!\cdot\mathbf j|b\rangle=-(i/\hbar)\langle a|[H_0,\rho]|b\rangle\), which is zero because \(E_a=E_b\).

**Field of the nucleus.** It suffices to find \(\mathbf r\cdot\mathbf B\). From \(\nabla\!\cdot\mathbf B=0\) and \(\nabla\times\mathbf B=\mu_0\mathbf j_n\),

\[
\nabla^2(\mathbf r\cdot\mathbf B)=\mathbf r\cdot\nabla^2\mathbf B+2\nabla\!\cdot\mathbf B
=-\mu_0\,\mathbf r\cdot(\nabla\times\mathbf j_n)
=-\mu_0\nabla\!\cdot(\mathbf j_n\times\mathbf r),
\]

where the last step uses \(\nabla\times\mathbf r=0\). This is a Poisson equation. Its decaying solution, expanded as in section 2, contains the integrals

\[
\int r^kC_{kq}\,\nabla\!\cdot(\mathbf j_n\times\mathbf r)\,d^3r
=\int(\mathbf r\times\mathbf j_n)\cdot\nabla(r^kC_{kq})\,d^3r ,
\]

after an integration by parts and \(-\mathbf j\times\mathbf r=\mathbf r\times\mathbf j\). Define

\[
M^k_q=\frac1{k+1}\int(\mathbf r\times\mathbf j_n)\cdot\nabla(r^kC_{kq})\,d^3r .
\]

For \(k=0\) the gradient vanishes, so there is no magnetic monopole. Then

\[
\mathbf r\cdot\mathbf B=\frac{\mu_0}{4\pi}\sum_{k\ge1}(k+1)\,r^{-k-1}\,C^k\!\cdot M^k .
\]

Outside the nucleus \(\nabla\times\mathbf B=0\), so \(\mathbf B=-\mu_0\nabla\Phi\) and \(\mathbf r\cdot\mathbf B=-\mu_0r\,\partial_r\Phi\). A term in \(r^{-k-1}\) gains a factor \(k+1\) under \(-r\partial_r\). Hence

\[
\Phi=\frac1{4\pi}\sum_{k\ge1}\sum_q(-1)^qM^k_{-q}f_{kq},\qquad f_{kq}=r^{-k-1}C_{kq}.
\]

The ring tests the factors. There \(\mathbf r\times d\mathbf l=a^2d\varphi\,\hat z\), which gives \(M^1_0=\pi ia^2\). With \(\partial_z(r^3C_{30})=3r^2C_{20}=-3a^2/2\), it also gives \(M^3_0=\tfrac14\cdot2\pi ia^2\cdot(-\tfrac32a^2)=-\tfrac34\pi ia^4\). On the axis \(B_z=(\mu_0/4\pi)\sum(k+1)M^k_0z^{-k-2}\), and both terms of section 1 return.

**Coupling to the electrons.** The energy is \(H_M=-\int\mathbf j_e\cdot\mathbf A_n\,d^3r\), so a vector potential is needed. For harmonic \(f\),

\[
\nabla\times(\mathbf r\times\nabla f)=\mathbf r\nabla^2f-3\nabla f+\nabla f-(\mathbf r\cdot\nabla)\nabla f .
\]

The first term is zero. The components of \(\nabla f_{kq}\) are homogeneous of degree \(-k-2\), so the last term is \(+(k+2)\nabla f_{kq}\), and the sum is \(k\nabla f_{kq}\). Therefore \(\mathbf B=\nabla\times\mathbf A_n\) with

\[
\mathbf A_n=-\frac{\mu_0}{4\pi}\sum_{k,q}\frac{(-1)^q}{k}M^k_{-q}\,\mathbf r\times\nabla f_{kq}.
\]

Another gauge adds \(\nabla\chi\), which contributes nothing because \(\nabla\!\cdot\mathbf j_e=0\). Using \(\mathbf j\cdot(\mathbf r\times\nabla f)=-(\mathbf r\times\mathbf j)\cdot\nabla f\),

\[
H_M=\frac{\mu_0}{4\pi}\sum_{k\ge1}T^k\!\cdot M^k,\qquad
T^k_q=-\frac1k\int(\mathbf r\times\mathbf j_e)\cdot\nabla(r^{-k-1}C_{kq})\,d^3r .
\]

**Test on unsymmetrical sources.** Two tilted loops, displaced from the origin, have moments of even and odd rank, since they have no inversion symmetry. The sum through \(k=16\) gives \(-0.163631839\) in units of \(\mu_0ii'/4\pi\) times the unit of length, the same as the direct double line integral. The expansion itself thus forbids no rank; the selection must come from the states.

**Limit \(k=1\).** Since \(\mathbf r\times\mathbf j\) is perpendicular to \(\mathbf r\), only the gradient of the numerator of \(r_q/r^3\) acts, and \(T^1_q=-\int(\mathbf r\times\mathbf j_e)_q\,r^{-3}d^3r\). By Biot–Savart, \((\mu_0/4\pi)T^1=-\mathbf B_e(0)\), so the term is \(-\mathbf m\cdot\mathbf B_e(0)\).

**Limit of an s electron.** Here the electron reaches the nucleus, which is now shrunk to a point. For spin up and \(g=2\) the magnetization is \(m(r)\hat z\) with \(m=-\mu_B|\psi|^2\), and \(\mathbf j_e=\nabla\times(m\hat z)=m'\,\hat r\times\hat z\). The \(z\) component of \(\mathbf r\times(\hat r\times\hat z)\) is \(r(\cos^2\theta-1)\), with angular mean \(-2r/3\). So

\[
T^1_0=\frac23\,4\pi\int_0^\infty m'\,dr=-\frac{8\pi}3m(0)=\frac{8\pi}3\mu_B|\psi(0)|^2 .
\]

This is the Fermi contact term. It needs no separate operator if the full spin current is kept. For 1s, \(|\psi(0)|^2=1/\pi\) in units \((Z/a_0)^3\), and quadrature of the current gives the expected \(8/3\). For a nucleus of finite size, overlap changes the radial weights inside it.

## 4. What parity removes

Under inversion \(\rho(\mathbf r)\to\rho(-\mathbf r)\) and \(\mathbf j(\mathbf r)\to-\mathbf j(-\mathbf r)\). Since \(r^kC_{kq}\) has parity \((-1)^k\), so has \(Q^k\). The gradient in \(M^k\) has parity \((-1)^{k-1}\), while \(\mathbf r\times\mathbf j\) goes over into its value at \(-\mathbf r\) without a sign. Hence

\[
PQ^kP^{-1}=(-1)^kQ^k,\qquad PM^kP^{-1}=(-1)^{k+1}M^k .
\]

Between two states of the same parity an odd operator has zero matrix element. Even electric and odd magnetic ranks remain. The electronic \(F^k\) and \(T^k\) obey the same rule, but a vanishing nuclear factor is already enough to remove a term.

## 5. What time reversal removes

Time reversal \(\Theta\) is antiunitary; it leaves \(\rho\) unchanged and reverses \(\mathbf j\). As \(C_{k0}\) is real, \(\Theta O^k_0\Theta^{-1}=\tau O^k_0\), with \(\tau=+1\) for electric and \(\tau=-1\) for magnetic moments.

If the level is isolated, \(\Theta|Im\rangle\) is \(|I,-m\rangle\) times a phase. Antiunitarity, \(\langle\Theta a|\Theta O\Theta^{-1}|\Theta b\rangle=\langle a|O|b\rangle^*\), and the reality of diagonal elements of the Hermitian \(O^k_0\) give

\[
\langle m|O^k_0|m\rangle=\tau\,\langle -m|O^k_0|-m\rangle .
\]

Rotational symmetry gives a second relation. By the Wigner–Eckart theorem

\[
\langle m|O^k_0|m\rangle=(-1)^{I-m}\begin{pmatrix}I&k&I\\-m&0&m\end{pmatrix}\langle I\|O^k\|I\rangle .
\]

Replacing \(m\) by \(-m\) multiplies the 3j symbol by \((-1)^{2I+k}\) and the phase by \((-1)^{2m}=(-1)^{2I}\). As \(4I\) is even,

\[
\langle -m|O^k_0|-m\rangle=(-1)^k\langle m|O^k_0|m\rangle .
\]

The two relations agree for a non-zero moment if and only if \(\tau=(-1)^k\). Otherwise all diagonal elements vanish. The stretched 3j symbol, \(m=I\), is non-zero for \(k\le2I\), so the reduced element vanishes too, and with it every component \(q\).

For these two families, parity alone and time reversal alone therefore give the same selection. A permanent electric dipole moment of an isolated level needs both symmetries to be broken.

**A moment that tells the symmetries apart.** Consider the toroidal dipole

\[
\mathbf t=\tfrac1{10}\int\left[\mathbf r(\mathbf r\cdot\mathbf j)-2r^2\mathbf j\right]d^3r .
\]

It is odd under time reversal and has \(k=1\), so \(\tau=(-1)^k\) and time reversal allows it. It is a polar vector, so parity forbids it. It is absent from \(H\) above because the exterior field depends on the \(M^k\) alone; it can matter only where electrons overlap the nucleus.

To test this, mix a proton state \(p_{3/2}\) with a little \(d_{3/2}\) of the same \(m=3/2\): \(\psi\propto p+\eta d\), \(|\eta|=0.1\). In the usual phases, \(\Theta|ljm\rangle\) contains a factor \((-1)^l\). Apart from a common phase, \(\Theta\) thus turns \(p+\eta d\) into \(p-\eta^*d\) with reversed \(m\). This is the same multiplet if \(\eta\) is imaginary, and another one if \(\eta\) is real. With \(b\) the oscillator length, and \(\eta=+0.1\) or \(+0.1i\) (the signs below follow the sign of \(\eta\)):

- Real \(\eta\), both symmetries broken: E1 is \(-0.063\,eb\), M2 is \(0.225\,\mu_Nb\), E3 is \(0.094\,eb^3\), and the toroidal moment is zero. This zero is special to real \(\eta\): parity changes \(\eta\) to \(-\eta\), so parity and time reversal together change it to \(\eta^*\), and a real \(\eta\) keeps this combined symmetry, under which the toroidal dipole is forbidden. For complex \(\eta\) all four moments are present.
- Imaginary \(\eta\), parity alone broken: E1, M2 and E3 are zero, and the orbital and spin currents give a toroidal moment of \(-0.293\,\mu_Nb\). This number only illustrates the symmetry. An interaction that breaks parity but not time reversal depends on the proton's momentum and adds a current of its own. That current is needed for \(\nabla\!\cdot\mathbf j=0\) and changes the value, but it is not included here.

The real mixture also shows where the theorem fails. If two levels of opposite parity are degenerate, such a mixture is an eigenstate of a fully symmetric Hamiltonian, and it has a dipole moment. This is why the level must be isolated.

## 6. The highest rank

The reduced element \(\langle I\|M^k\|I\rangle\) requires that \(I\), \(k\) and \(I\) form a triangle, hence \(k\le2I\). The electronic factor in the same way gives \(k\le2J\). A nucleus with \(I=0\) has no hyperfine structure, and for \(I=1/2\) or \(J=1/2\) M1 alone is left.

A proton in \(d_{5/2}\) has non-zero E4, \(0.75\,eb^4\), and M5, \(10.5\,\mu_Nb^4\). In \(d_{3/2}\) both were tested to vanish, although parity and time reversal would allow them: 4 and 5 exceed \(2I=3\).

In a crystal or a molecule \(J\) may no longer label the electronic state. The limit \(k\le2J\) then loses its basis, while \(k\le2I\) stays, since its proof does not involve the electrons.

## 7. From operators to levels

Let \(W_k\) be the product of the two stretched elements, \(m_J=J\) and \(m_I=I\), including the prefactor \(1/4\pi\varepsilon_0\) or \(\mu_0/4\pi\). Then \(E_F=\sum_{k\ge1}W_kX_k(F)\). The standard recoupling formula for a scalar product, divided by the two stretched 3j symbols, gives

\[
X_k(F)=\frac{(-1)^{I+J+F}\begin{Bmatrix}F&I&J\\k&J&I\end{Bmatrix}}
{\begin{pmatrix}I&k&I\\-I&0&I\end{pmatrix}\begin{pmatrix}J&k&J\\-J&0&J\end{pmatrix}} .
\]

For \(I=J=3/2\) this was tested against the eigenvalues of explicit tensor matrices.

Two properties follow without the 6j symbol. In the state \(F=I+J\), \(m_F=F\), both spins are stretched and only \(q=0\) contributes, so \(X_k(I+J)=1\). Further, the trace of a product of tensors of ranks \(k\ne k'\) vanishes by rotational symmetry, so

\[
\sum_F(2F+1)X_k(F)X_{k'}(F)=0\qquad(k\neq k').
\]

The \(X_k\) with \(k=0,\dots,2\min(I,J)\) are thus independent, and there are as many of them as values of \(F\). Any set of level energies can be written in this form. A good fit with these constants is therefore no evidence that the constants are pure first-order moments.

The usual constants are \(A=W_1/(IJ)\), because the M1 term is \(A\,\mathbf I\cdot\mathbf J\), and by convention \(B=4W_2\) and \(C=W_3\).

## 8. A case with all three terms

Take one proton in an oscillator orbital \(p_{3/2}\) with \(b=2\) fm and the free-proton factor \(g_p=5.5857\). Add one electron in a hydrogen-like \(3d_{3/2}\) orbital with \(Z=10\) and \(g=2\). Then \(I=J=3/2\), and \(k=1,2,3\) are allowed. This is a nonrelativistic model without recoil and without nuclear many-body effects, and it stands for no real nuclide: a nucleus with \(Z=10\) has an even number of protons. In a hydrogen-like ion \(3d_{3/2}\) also coincides with \(3p_{3/2}\) up to the Lamb shift, so it is not strictly isolated; the electronic operators that go with M1, E2 and M3 are even under parity and do not connect the two.

**Nuclear side.** In the stretched state the proton is in \(Y_{11}\) with spin up. Thus \(\langle C_{20}\rangle=-1/5\) and \(\langle r^2\rangle=5b^2/2=10\) fm². The orbital and spin moments add:

\[
M^1_0=\left(1+\tfrac{g_p}{2}\right)\mu_N=3.793\,\mu_N,\qquad Q^2_0=10\left(-\tfrac15\right)=-2\ e\,\mathrm{fm}^2 .
\]

The orbital part of \(M^3\) vanishes, because rank 3 exceeds \(2l=2\). For the spin part put \(\mathbf j=\nabla\times\mathbf m\) and integrate by parts. For regular \(f=r^kC_{kq}\), the identity of section 3 with degree \(k-1\) gives \(\nabla\times(\nabla f\times\mathbf r)=(k+1)\nabla f\), so the spin part is \(\int\mathbf m\cdot\nabla f\,d^3r\). With \(\partial_z(r^3C_{30})=3r^2C_{20}\),

\[
M^3_0=\tfrac{g_p}{2}\cdot3\cdot10\cdot\left(-\tfrac15\right)=-16.76\ \mu_N\,\mathrm{fm}^2 .
\]

**Electronic side.** Here \(\langle r^{-3}\rangle=1/405=0.002469\,(Z/a_0)^3\). The same integration by parts, now with \(f_{kq}\), turns the spin part of \(T^k\) into \(\int\mathbf m\cdot\nabla f_{kq}\,d^3r\). The orbital part has \(\mathbf r\times\mathbf j\to-2\mu_B\mathbf l\), with \(\mathbf l\) in units of \(\hbar\). For \(k=1\) the sum is

\[
T^1_0=2\mu_B\langle N_z r^{-3}\rangle,\qquad
\mathbf N=\mathbf l-\mathbf s+3(\mathbf s\cdot\hat r)\hat r .
\]

Since \(\hat r\cdot\mathbf l=0\) and \((\mathbf s\cdot\hat r)^2=1/4\), we have \(\mathbf N\cdot\mathbf J=l(l+1)-\tfrac34+\tfrac34=6\). Projection on \(\mathbf J\) gives \(\langle N_z\rangle=6/(J+1)=2.4\), and so \(T^1_0=4.8\langle r^{-3}\rangle\mu_B=0.01185\,\mu_B(Z/a_0)^3\).

The stretched \(d_{3/2}\) state is \(1/5\) \(Y_{21}\) and \(4/5\) \(Y_{22}\), so \(\langle C_{20}\rangle=\tfrac15\cdot\tfrac17-\tfrac45\cdot\tfrac27=-\tfrac15\). With charge \(-e\) this gives \(F^2_0=+0.000494\,e(Z/a_0)^3\). Quadrature gives \(T^3_0=-0.000167\,\mu_B(Z/a_0)^5\).

**Constants and levels.** The products with their prefactors are

\[
\frac{W_1}{h}=2144.5\ \mathrm{MHz},\qquad \frac{W_2}{h}=-2.32\ \mathrm{MHz},\qquad \frac{W_3}{h}=4.8\ \mathrm{Hz}.
\]

Hence \(A/h=2144.5/2.25=953\) MHz, \(B/h=-9.28\) MHz and \(C/h=4.8\) Hz. The lowest level is \(F=0\), with \(X_1=-5/3\) and \(X_2=5\):

\[
E_0/h=-3574.1-11.6=-3585.7\ \mathrm{MHz}.
\]

The others lie at \(-2623.3\), \(-707.9\) and \(2142.1\) MHz for \(F=1,2,3\). The decimals serve the arithmetic; neglected relativistic effects of relative order \((Z\alpha)^2\), about half a percent, are larger: the Dirac orbital raises \(T^1_0\), \(F^2_0\) and \(T^3_0\) by 0.2, 0.4 and 0.6 percent.

The octupole is weak because two more powers of nuclear size over electronic size enter:

\[
\frac{W_3}{W_1}=\frac{M^3_0}{M^1_0}\,\frac{T^3_0}{T^1_0}
=(-4.42\ \mathrm{fm}^2)\,(-0.0141)\left(\frac{Z}{a_0}\right)^2 .
\]

With \(a_0/Z\approx5300\) fm this is \(2.2\times10^{-9}\). The factor \(X_3(0)=-35\) raises the shift of \(F=0\) to \(-167\) Hz, still tiny beside the M1 energy.

## 9. Where first order stops

The interaction also mixes \(3d_{3/2}\) with \(3d_{5/2}\). The spin–orbit energy \(\tfrac12\alpha^2ZE_ha_0^3\langle r^{-3}\rangle\,\mathbf l\cdot\mathbf s\), with \(E_h\) the Hartree energy and \(\mathbf l\cdot\mathbf s\) differing by \(5/2\), separates them by \(\alpha^2Z^4E_h/324\), or 10.8 THz. Second-order shifts can again be written with the \(X_k\), as section 7 requires.

Which ranks appear follows from the nuclear operators. Two M1 factors contain two vectors, which combine to rank 2 at most. One M1 and one E2 factor reach rank 3, and so do two E2 factors. The computed M1–M1 shifts have \(k=1\) and \(k=2\) parts of \(-2215\) and \(492\) Hz and no \(k=3\) part, as this argument demands. With E2 included, a \(k=3\) part of \(-1.13\) Hz appears.

This is \(-0.24\) times the true \(W_3/h\). From this mixing in second order, a fit of the four levels would return \(C/h\approx4.77-1.13=3.64\) Hz; in third order three M1 factors reach rank 3 too and add about \(0.004\) Hz. The \(3s\) level does not mix in this model, because \(\langle 3s|r^{-3}|3d\rangle=0\). Mixing with other \(n\) is left out, and so is the energy quadratic in \(\mathbf A_n\), which for two M1 factors has ranks 0 and 2 only, the latter about \(5\) Hz. This is therefore not a complete correction. It does show that the selection rules identify which moments enter in first order, while a measured constant of rank 3 needs its second-order part removed before it gives the nuclear octupole moment. The remaining values are in the numerical output.

## Computed values

```
Loop energy, direct sum:    -0.163631839 (mu0 i i'/4pi)
Loop energy, multipole sum: -0.163631839 (mu0 i i'/4pi)
Charge energy, direct:      -1.437283912 (model unit)
Charge energy, multipoles:  -1.437283912 (model unit)
Parity-mixed p3/2 + eta d3/2, |eta| = 0.1, oscillator units:
 eta real: E1 -0.06262 e b, M2 0.22453 muN b
   E3 0.09393 e b^3, toroidal 0.00000 muN b
 eta imaginary: E1 0.00000 e b, M2 0.00000 muN b
   E3 0.00000 e b^3, toroidal -0.29342 muN b
d5/2 proton: E4 = 0.7500 e b^4, M5 = 10.4732 muN b^4
1s contact T1 = 2.666667 muB/(a0/Z)^3
Input: Z = 10, b = 2.0 fm, I = 1.5, J = 1.5
Proton g factor = 5.585695
Nuclear M1 = 3.79285 muN
Nuclear E2 = -2.0000 e fm^2
Nuclear M3 = -16.7571 muN fm^2
Electron <r^-3> = 0.00246914 (Z/a0)^3
Electron T1 = 0.01185185 muB (Z/a0)^3
Electron F2 = 0.00049383 e (Z/a0)^3
Electron T3 = -0.00016722 muB (Z/a0)^5
W1/h = 2144.4627 MHz
W2/h = -2.320640 MHz
W3/h = 4.7737 Hz
A/h = 953.0945 MHz
B/h = -9.282559 MHz
C/h = 4.7737 Hz
F=0: X1 -1.66667, X2 5.00000, X3 -35.00000
   E_F/h = -3585.7078 MHz, M3 part = -167.080 Hz
F=1: X1 -1.22222, X2 1.00000, X3 21.00000
   E_F/h = -2623.3304 MHz, M3 part = 100.248 Hz
F=2: X1 -0.33333, X2 -3.00000, X3 -7.00000
   E_F/h = -707.8590 MHz, M3 part = -33.416 Hz
F=3: X1 1.00000, X2 1.00000, X3 1.00000
   E_F/h = 2142.1420 MHz, M3 part = 4.774 Hz
3d5/2 - 3d3/2 splitting = 10.8141 THz
Second order, M1 only: k=1 -2214.85 Hz, k=2 492.19 Hz
   k=3 0.0000 Hz
Second order, M1 and E2: k=1 -2076.67 Hz, k=2 530.54 Hz
   k=3 -1.1323 Hz
Second-order k=3 / true W3 = -0.237
```
